# The Fourier transform of Gaussian pair densities through Hermite coefficients: a numerical check

```python
# Result under test (atomic units, transform f~(G) = int f(r) exp(-i G.r) d^3r):
#   chi_a = x_A^i y_A^k z_A^m exp(-a r_A^2), chi_b likewise, p=a+b, mu=ab/p, P=(aA+bB)/p
#   Lambda_t = (d/dP)^t exp(-p (x-P)^2),  1D pair density = sum_t E_t Lambda_t
#   FT[chi_a chi_b](G) = (pi/p)^(3/2) exp(-G^2/4p) exp(-iG.P) prod_d sum_t E_t^d (-iG_d)^t
# Bloch sums phi_ak = sum_T exp(ik.T) chi_a(r-T), Q = G + k' - k:
#   int_cell conj(phi_ak) phi_bk' exp(-iQ.r) = sum_T exp(ik'.T) FT[chi_a(r) chi_b(r-T)](Q)
import itertools
import math
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial.polynomial import polyval
from scipy.special import eval_hermite
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, lib
from pyscf.gto import ft_ao

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
bohr_in_angstrom = physical_constants['Bohr radius'][0] * 1e10


def cfmt(z):
    return f"{z.real:+.8f} {z.imag:+.8f}i"


def vfmt(v):
    return " ".join(f"{c:.6f}" for c in v)


def hermite_E(i, j, a, b, A, B):
    p = a + b
    P = (a * A + b * B) / p
    E = np.array([math.exp(-a * b / p * (A - B) ** 2)])
    for X in [P - A] * i + [P - B] * j:
        n = len(E)
        new = np.zeros(n + 1)
        new[1:] += E / (2 * p)
        new[:n] += X * E
        new[:n - 1] += np.arange(1, n) * E[1:]
        E = new
    return E


def ft_1d(i, j, a, b, A, B, G):
    p = a + b
    P = (a * A + b * B) / p
    return (math.sqrt(math.pi / p) * np.exp(-G ** 2 / (4 * p) - 1j * G * P)
            * polyval(-1j * G, hermite_E(i, j, a, b, A, B)))


def pair_ft(la, a, A, lb, b, B, G):
    G = np.atleast_2d(G)
    out = 1.0
    for d in range(3):
        out = out * ft_1d(la[d], lb[d], a, b, A[d], B[d], G[:, d])
    return out


def primitive(l, a, A, r):
    s = r - A
    return s[:, 0] ** l[0] * s[:, 1] ** l[1] * s[:, 2] ** l[2] * np.exp(-a * (s ** 2).sum(1))


# symbolic identities: product theorem, Hermite form, multiplication rule
x, Ps, As, Bs = sp.symbols('x P A B', real=True)
ps, as_, bs = sp.symbols('p a b', positive=True)
centre = (as_ * As + bs * Bs) / (as_ + bs)
assert sp.simplify(as_ * (x - As) ** 2 + bs * (x - Bs) ** 2 - (as_ + bs) * (x - centre) ** 2
                   - as_ * bs / (as_ + bs) * (As - Bs) ** 2) == 0
gauss = sp.exp(-ps * (x - Ps) ** 2)
lam = [gauss] + [sp.diff(gauss, Ps, t) for t in range(1, 8)]
lam_poly = [sp.expand(f.replace(sp.exp, lambda arg: sp.Integer(1))) for f in lam]
for t in range(8):
    herm = ps ** sp.Rational(t, 2) * sp.hermite(t, sp.sqrt(ps) * (x - Ps))
    assert sp.expand(lam_poly[t] - herm) == 0
for t in range(7):
    lower = t * lam_poly[t - 1] if t else 0
    assert sp.expand((x - Ps) * lam_poly[t] - lam_poly[t + 1] / (2 * ps) - lower) == 0
lam_num = [sp.lambdify((x, ps, Ps), f, 'numpy') for f in lam]

# one-dimensional tests by quadrature
xs = np.linspace(-12, 12, 2401)
h = xs[1] - xs[0]
for p1, P1 in [(2.0, 0.6), (0.9, -0.8)]:
    for t in range(8):
        for G1 in (0.0, 0.7, -2.3, 4.0):
            quad = h * np.sum(lam_num[t](xs, p1, P1) * np.exp(-1j * G1 * xs))
            base = math.sqrt(math.pi / p1) * np.exp(-G1 ** 2 / (4 * p1) - 1j * G1 * P1)
            assert abs(quad - base * (-1j * G1) ** t) < 1e-10
            if t % 2 and G1:
                assert abs(quad - base * (1j * G1) ** t) > 1e-3
for a1, b1, A1, B1 in [(0.8, 1.2, 0.0, 1.0), (0.5, 2.1, -0.7, 0.4)]:
    p1 = a1 + b1
    P1 = (a1 * A1 + b1 * B1) / p1
    for i, j in itertools.product(range(4), repeat=2):
        dens = (xs - A1) ** i * (xs - B1) ** j * np.exp(-a1 * (xs - A1) ** 2 - b1 * (xs - B1) ** 2)
        E = hermite_E(i, j, a1, b1, A1, B1)
        assert np.abs(dens - sum(E[t] * lam_num[t](xs, p1, P1) for t in range(i + j + 1))).max() < 1e-12
        proj = np.array([h * np.sum(dens * eval_hermite(t, math.sqrt(p1) * (xs - P1)))
                         / (p1 ** (t / 2) * 2 ** t * math.factorial(t) * math.sqrt(math.pi / p1))
                         for t in range(i + j + 2)])
        assert np.abs(proj[:-1] - E).max() < 1e-12 and abs(proj[-1]) < 1e-12
        top = math.exp(-a1 * b1 / p1 * (A1 - B1) ** 2) / (2 * p1) ** (i + j)
        assert abs(proj[-2] - top) < 1e-12
        E1 = E[1] if i + j else 0.0
        assert abs(h * np.sum(dens) - math.sqrt(math.pi / p1) * E[0]) < 1e-12
        assert abs(h * np.sum(xs * dens) - math.sqrt(math.pi / p1) * (E1 + P1 * E[0])) < 1e-12
        for G1 in (0.9, -3.1):
            quad = h * np.sum(dens * np.exp(-1j * G1 * xs))
            assert abs(quad - ft_1d(i, j, a1, b1, A1, B1, G1)) < 1e-12
            assert abs(np.conj(quad) - ft_1d(i, j, a1, b1, A1, B1, -G1)) < 1e-12

# large G: 120-digit trapezoid sum for x^2 (x-1) exp(-0.8x^2 - 1.2(x-1)^2)
mp.mp.dps = 120
deviation = []
for G1 in (20, 40):
    step = mp.mpf('0.06')
    tot = mp.mpc(0)
    for n in range(-220, 221):
        y = n * step
        tot += y ** 2 * (y - 1) * mp.exp(-mp.mpf('0.8') * y ** 2 - mp.mpf('1.2') * (y - 1) ** 2
                                         - mp.mpc(0, G1) * y)
    quad = complex(tot * step)
    assert abs(quad / ft_1d(2, 1, 0.8, 1.2, 0.0, 1.0, float(G1)) - 1) < 1e-11
    lead = (math.sqrt(math.pi / 2) * np.exp(-G1 ** 2 / 8 - 0.6j * G1)
            * math.exp(-0.48) / 64 * (-1j * G1) ** 3)
    deviation.append(abs(quad / lead - 1))
assert abs(deviation[0] / deviation[1] - 2) < 0.1
print(f"1D i=2,j=1: |exact/top term - 1| at G=20, 40 bohr^-1: {deviation[0]:.4f} {deviation[1]:.4f}")

# model pair p_x d_xy
la, lb, a, b = (1, 0, 0), (1, 1, 0), 0.8, 1.2
A, B, G = np.zeros(3), np.array([1.0, 0.5, -0.5]), np.array([1.0, 0.5, 1.5])
p = a + b
P = (a * A + b * B) / p
print(f"[model] p_x at A, d_xy at B; a={a} b={b} p={p:.4f} mu={a*b/p:.4f} bohr^-2")
print("A (bohr):", vfmt(A), "| B:", vfmt(B))
print("P (bohr):", vfmt(P))
print("P-A (bohr):", vfmt(P - A), "| P-B:", vfmt(P - B))
print("G (bohr^-1):", vfmt(G), "| (angstrom^-1):", vfmt(G / bohr_in_angstrom))
poly_all = 1.0
for d, name in enumerate("xyz"):
    E = hermite_E(la[d], lb[d], a, b, A[d], B[d])
    K = math.exp(-a * b / p * (A[d] - B[d]) ** 2)
    poly = polyval(-1j * G[d], E)
    poly_all *= poly
    print(f"{name}: E0^00={K:.8f}; E_t (bohr^(i+j+t)):", " ".join(f"{e:.8f}" for e in E))
    print(f"{name}: sum_t E_t(-iG)^t (bohr^(i+j)) = {cfmt(poly)}")
print(f"product of polynomials (bohr^3) = {cfmt(poly_all)}")
print(f"(pi/p)^(3/2) = {(math.pi/p)**1.5:.8f} bohr^3")
print(f"G^2 = {G@G:.4f} bohr^-2, exp(-G^2/4p) = {math.exp(-G@G/(4*p)):.8f}")
print(f"G.P = {G@P:.4f} rad, exp(-iG.P) = {cfmt(np.exp(-1j*(G@P)))}")
axis = np.linspace(-7, 7, 65)
pts = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1).reshape(-1, 3)
dens3 = primitive(la, a, A, pts) * primitive(lb, b, B, pts) * (axis[1] - axis[0]) ** 3
quad3 = np.sum(dens3 * np.exp(-1j * pts @ G))
form3 = pair_ft(la, a, A, lb, b, B, G)[0]
overlap = pair_ft(la, a, A, lb, b, B, np.zeros(3))[0]
assert abs(quad3 - form3) < 1e-12 and abs(dens3.sum() - overlap) < 1e-12
print(f"FT formula    (bohr^6) = {cfmt(form3)}")
print(f"FT quadrature (bohr^6) = {cfmt(quad3)}")
print(f"overlap, G=0  (bohr^6) = {overlap.real:.8f}")

# Bloch sums
images = np.array(list(itertools.product(range(-3, 4), repeat=3)), float)


def bloch(l, e, C, k, lat, r):
    return sum(np.exp(1j * (k @ T)) * primitive(l, e, C + T, r) for T in images @ lat)


def lattice_ft(l1, l2, kphase, lat, Q):
    return sum(np.exp(1j * (kphase @ T)) * pair_ft(l1, a, A, l2, b, B + T, Q) for T in images @ lat)


def cell_quadrature(l1, l2, k1, k2, lat, Q, origin):
    f = np.arange(16) / 16
    r = (np.array(list(itertools.product(f, repeat=3))) + origin) @ lat
    integrand = np.conj(bloch(l1, a, A, k1, lat, r)) * bloch(l2, b, B, k2, lat, r) * np.exp(-1j * r @ Q)
    return abs(np.linalg.det(lat)) * integrand.mean()


k_frac, kp_frac, G_int = np.array([0.25, 0, 0]), np.array([0.5, 0.25, 0]), np.array([1.0, 0, 1.0])
cubic = 3.0 * np.eye(3)
triclinic = np.array([[3.0, 0, 0], [0.9, 3.2, 0], [0.4, -0.6, 2.8]])
for lat, l1, l2 in [(triclinic, (2, 0, 1), (0, 1, 1)), (cubic, la, lb)]:
    rec = 2 * math.pi * np.linalg.inv(lat).T
    k1, k2 = k_frac @ rec, kp_frac @ rec
    Q = G_int @ rec + k2 - k1
    series = lattice_ft(l1, l2, k2, lat, Q)[0]
    for origin in (np.zeros(3), np.array([-0.31, 0.13, -0.47])):
        cell = cell_quadrature(l1, l2, k1, k2, lat, Q, origin)
        assert abs(cell - series) < 1e-11
    assert abs(cell - lattice_ft(l1, l2, k1, lat, Q)[0]) > 1e-4
print(f"[Bloch] cubic cell L = {cubic[0,0]:.1f} bohr, 2pi/L = {rec[0,0]:.6f} bohr^-1")
print("k, k', G in 2pi/L:", k_frac.tolist(), kp_frac.tolist(), G_int.tolist())
print("Q (bohr^-1):", vfmt(Q))
print(f"T=0 term        (bohr^6) = {cfmt(pair_ft(la, a, A, lb, b, B, Q)[0])}")
print(f"lattice sum     (bohr^6) = {cfmt(series)}")
print(f"cell quadrature (bohr^6) = {cfmt(cell)}")
Gs = np.array(list(itertools.product(range(-8, 9), repeat=3)), float) @ rec
coef = lattice_ft(la, lb, np.zeros(3), cubic, Gs)
r0 = np.array([[0.3, 1.1, 2.4]])
direct = (bloch(la, a, A, np.zeros(3), cubic, r0) * bloch(lb, b, B, np.zeros(3), cubic, r0))[0].real
print(f"k=k'=0 pair density at r0=({vfmt(r0[0])}) bohr: {direct:.8f} bohr^3")
errors = []
for cut in (4.0, 8.0, 12.0, 16.0):
    keep = np.linalg.norm(Gs, axis=1) <= cut
    rebuilt = np.sum(coef[keep] * np.exp(1j * Gs[keep] @ r0[0])) / np.linalg.det(cubic)
    errors.append(abs(rebuilt - direct))
    print(f"Gcut={cut:.0f} bohr^-1: {keep.sum()} waves, error {errors[-1]:.1e} bohr^3, "
          f"exp(-Gcut^2/4p)={math.exp(-cut**2/(4*p)):.1e}")
assert errors[-1] < 1e-10 and errors[0] > errors[1] > errors[2] > errors[3]

# water, RHF/6-31G*, Cartesian d
r_oh, angle = 1.8, 104.0
hx, hz = r_oh * math.sin(math.radians(angle / 2)), r_oh * math.cos(math.radians(angle / 2))
mol = gto.M(atom=[('O', (0, 0, 0)), ('H', (hx, 0, hz)), ('H', (-hx, 0, hz))],
            unit='Bohr', basis='6-31g*', cart=True, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
energy = mf.kernel()
assert mf.converged
D = mf.make_rdm1()
aos = []
for ib in range(mol.nbas):
    l, exps = mol.bas_angular(ib), mol.bas_exp(ib)
    ptr, nctr = mol._bas[ib, gto.mole.PTR_COEFF], mol.bas_nctr(ib)
    coeffs = mol._env[ptr:ptr + len(exps) * nctr].reshape(nctr, len(exps))
    for c in coeffs:
        for lx in range(l, -1, -1):
            for ly in range(l - lx, -1, -1):
                aos.append(((lx, ly, l - lx - ly), exps, c, mol.bas_coord(ib)))
# the constant angular prefactor of each function is read off at one point, the shape checked at others
probe = np.array([[0.37, 0.53, 0.71], [-0.2, 0.9, 1.6], [1.1, -0.4, -0.3], [0.05, 0.1, -0.08]])
mine = np.array([sum(c * primitive(l, e, C, probe) for e, c in zip(es, cs)) for l, es, cs, C in aos]).T
ref = mol.eval_gto('GTOval_cart', probe)
scale = ref[0] / mine[0]
assert np.allclose(mine * scale, ref, rtol=1e-9, atol=1e-12)
eps = 1e-3
Gw = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1], [0, 0, 2], [1, 0.5, 1.5],
               [0, 0, eps], [0, 0, -eps]], float)
nao = len(aos)
pair = np.zeros((len(Gw), nao, nao), complex)
for m in range(nao):
    for n in range(m + 1):
        l1, e1, c1, C1 = aos[m]
        l2, e2, c2, C2 = aos[n]
        val = sum(u * w * pair_ft(l1, s, C1, l2, t, C2, Gw)
                  for s, u in zip(e1, c1) for t, w in zip(e2, c2)) * scale[m] * scale[n]
        pair[:, m, n] = pair[:, n, m] = val
assert np.abs(pair[0] - mol.intor('int1e_ovlp')).max() < 1e-10
assert np.abs(pair - ft_ao.ft_aopair(mol, Gw)).max() < 1e-8
F = np.einsum('gmn,mn->g', pair, D)
grid = dft.gen_grid.Grids(mol)
grid.atom_grid, grid.prune = (99, 590), None
grid.build()
ao = mol.eval_gto('GTOval_cart', grid.coords)
rho = np.einsum('pm,pm->p', ao @ D, ao)
Fgrid = np.exp(-1j * Gw @ grid.coords.T) @ (rho * grid.weights)
# tolerance set by the accuracy of the atom-centred grid
assert np.abs(F - Fgrid).max() < 1e-5
assert abs(F[0] - mol.nelectron) < 1e-9
moment_ft = (1j * (F[6] - F[7]) / (2 * eps)).real
moment = np.einsum('mn,mn', mol.intor('int1e_r')[2], D)
assert abs(moment_ft - moment) < 1e-5
print(f"[water] r_OH={r_oh} bohr, angle={angle} deg, O at origin, H at (+-{hx:.6f}, 0, {hz:.6f}) bohr")
print(f"RHF/6-31G* Cartesian: {nao} functions, E = {energy:.6f} hartree")
for g, f in zip(Gw[:6], F[:6]):
    print(f"G={g.tolist()} bohr^-1: F = {f.real:+.6f} {f.imag:+.6f}i electrons")
print(f"max |F formula - F grid| = {np.abs(F - Fgrid).max():.1e} electrons")
print(f"int z rho: from i dF/dGz {moment_ft:.6f}, from integrals {moment:.6f} electron bohr")
print(f"1 bohr^-1 = {1/bohr_in_angstrom:.6f} angstrom^-1")
print("finished without a failed check")
```

Printed output:

```
1D i=2,j=1: |exact/top term - 1| at G=20, 40 bohr^-1: 0.1615 0.0802
[model] p_x at A, d_xy at B; a=0.8 b=1.2 p=2.0000 mu=0.4800 bohr^-2
A (bohr): 0.000000 0.000000 0.000000 | B: 1.000000 0.500000 -0.500000
P (bohr): 0.600000 0.300000 -0.300000
P-A (bohr): 0.600000 0.300000 -0.300000 | P-B: -0.400000 -0.200000 0.200000
G (bohr^-1): 1.000000 0.500000 1.500000 | (angstrom^-1): 1.889726 0.944863 2.834589
x: E0^00=0.61878339; E_t (bohr^(i+j+t)): 0.00618783 0.03093917 0.03867396
x: sum_t E_t(-iG)^t (bohr^(i+j)) = -0.03248613 -0.03093917i
y: E0^00=0.88692044; E_t (bohr^(i+j+t)): -0.17738409 0.22173011
y: sum_t E_t(-iG)^t (bohr^(i+j)) = -0.17738409 -0.11086505i
z: E0^00=0.88692044; E_t (bohr^(i+j+t)): 0.88692044
z: sum_t E_t(-iG)^t (bohr^(i+j)) = +0.88692044 +0.00000000i
product of polynomials (bohr^3) = +0.00206870 +0.00806183i
(pi/p)^(3/2) = 1.96870124 bohr^3
G^2 = 3.5000 bohr^-2, exp(-G^2/4p) = 0.64564853
G.P = 0.3000 rad, exp(-iG.P) = +0.95533649 -0.29552021i
FT formula    (bohr^6) = +0.00554034 +0.00901256i
FT quadrature (bohr^6) = +0.00554034 +0.00901256i
overlap, G=0  (bohr^6) = -0.00191654
[Bloch] cubic cell L = 3.0 bohr, 2pi/L = 2.094395 bohr^-1
k, k', G in 2pi/L: [0.25, 0.0, 0.0] [0.5, 0.25, 0.0] [1.0, 0.0, 1.0]
Q (bohr^-1): 2.617994 0.523599 2.094395
T=0 term        (bohr^6) = +0.02324891 -0.00512070i
lattice sum     (bohr^6) = +0.02893542 +0.01365905i
cell quadrature (bohr^6) = +0.02893542 +0.01365905i
k=k'=0 pair density at r0=(0.300000 1.100000 2.400000) bohr: -0.01323770 bohr^3
Gcut=4 bohr^-1: 27 waves, error 6.0e-03 bohr^3, exp(-Gcut^2/4p)=1.4e-01
Gcut=8 bohr^-1: 251 waves, error 5.2e-06 bohr^3, exp(-Gcut^2/4p)=3.4e-04
Gcut=12 bohr^-1: 751 waves, error 2.4e-08 bohr^3, exp(-Gcut^2/4p)=1.5e-08
Gcut=16 bohr^-1: 1863 waves, error 1.8e-14 bohr^3, exp(-Gcut^2/4p)=1.3e-14
[water] r_OH=1.8 bohr, angle=104.0 deg, O at origin, H at (+-1.418419, 0, 1.108191) bohr
RHF/6-31G* Cartesian: 19 functions, E = -76.010637 hartree
G=[0.0, 0.0, 0.0] bohr^-1: F = +10.000000 +0.000000i electrons
G=[1.0, 0.0, 0.0] bohr^-1: F = +7.220858 +0.000000i electrons
G=[0.0, 1.0, 0.0] bohr^-1: F = +7.807181 +0.000000i electrons
G=[0.0, 0.0, 1.0] bohr^-1: F = +7.399551 -0.873995i electrons
G=[0.0, 0.0, 2.0] bohr^-1: F = +3.877551 -0.479354i electrons
G=[1.0, 0.5, 1.5] bohr^-1: F = +4.479366 -0.101611i electrons
max |F formula - F grid| = 1.5e-08 electrons
int z rho: from i dF/dGz 1.339120, from integrals 1.339120 electron bohr
1 bohr^-1 = 1.889726 angstrom^-1
finished without a failed check
```
